# Converting backscattering energy to depth near a surface

## What the conversion prevents

An implanted layer appears in a backscattering spectrum as a peak on an energy axis. Its displacement from the energy of the same atoms at the surface contains two energy losses, one before the collision and one after it. They do not enter with equal weight, because the collision itself removes a fraction of the ion's energy. In the model target used below, adding the two losses without this weighting places an impurity lying at 100 nm at 91.2 nm. The correctly weighted surface conversion gives 100.4 nm.

The conversion factor is built from five quantities: the kinematic factor of the struck atom, the stopping power of the medium at two energies, and the two path angles.

## Model and conventions

An ion of mass $M_1$ and kinetic energy $E_0$ enters a flat target. At depth $x$, measured along the surface normal, it scatters once through a laboratory angle $\theta>90^\circ$ from an atom of mass $M_2>M_1$. It leaves through the same surface and is detected with energy $E_1$. The angles $\theta_1$ (inward path) and $\theta_2$ (outward path) are measured from the normal and lie between $0$ and $90^\circ$, the upper limit excluded.

The stopping power is the positive quantity $S(E)=-dE/dl$, where $l$ is path length. It describes the mean energy loss in the whole medium and is taken as a smooth function of energy. The impurity is dilute enough not to change it. Paths are straight before and after the collision, the target is laterally uniform, and the motion is nonrelativistic. Energy straggling and multiple scattering are left out.

## The kinematic factor

The struck atom is initially at rest and the collision is elastic. Let $v$ and $v'$ be the ion speeds before and after it, and let $r=v'/v$. Momentum conservation makes the recoil momentum the difference of the two ion momenta, so its square is

$$p_2^2=M_1^2v^2\left(1+r^2-2r\cos\theta\right).$$

Energy conservation requires

$$\tfrac12M_1v^2(1-r^2)=\frac{p_2^2}{2M_2}.$$

Inserting $p_2^2$ and multiplying by $2M_2/(M_1v^2)$ gives

$$M_2(1-r^2)=M_1(1+r^2-2r\cos\theta),$$

or, with all terms collected on one side,

$$(M_1+M_2)r^2-2M_1r\cos\theta-(M_2-M_1)=0.$$

The product of the two roots is $-(M_2-M_1)/(M_1+M_2)$, which is negative for $M_2>M_1$. One root is therefore positive, and a speed ratio must be positive. Under the square root of the quadratic formula stands $M_1^2\cos^2\theta+M_2^2-M_1^2=M_2^2-M_1^2\sin^2\theta$. The energy ratio $K=r^2$ is thus

$$K=\left[\frac{M_1\cos\theta+\sqrt{M_2^2-M_1^2\sin^2\theta}}{M_1+M_2}\right]^2.$$

For $M_2\gg M_1$, $K$ tends to 1: a very heavy atom takes up almost no energy. At $\theta=180^\circ$ the formula reduces to $K=[(M_2-M_1)/(M_2+M_1)]^2$, the head-on result.

An ion scattered at the surface has energy $E_s=KE_0$. The measured shift is defined as

$$\Delta E=E_s-E_1=KE_0-E_1,$$

which is positive for a buried atom.

## Path angles

Let $z$ point into the target. The directions of travel are

$$\mathbf u=(\sin\theta_1,0,\cos\theta_1),\qquad
\mathbf v=(\sin\theta_2\cos\varphi,\sin\theta_2\sin\varphi,-\cos\theta_2),$$

where $\varphi$ is the azimuth between the lateral directions of travel. The scattering angle follows from $\cos\theta=\mathbf u\cdot\mathbf v$:

$$\cos\theta=-\cos\theta_1\cos\theta_2+\sin\theta_1\sin\theta_2\cos\varphi.$$

The three angles cannot be chosen independently once $\varphi$ is fixed. For $\varphi=180^\circ$ the right side is $-\cos(\theta_1-\theta_2)$, so $\theta=180^\circ-|\theta_1-\theta_2|$.

A layer of thickness $dz$ is crossed over a length $dz/\cos\theta_1$ on the way in and $dz/\cos\theta_2$ on the way out. Define

$$a=\frac1{\cos\theta_1},\qquad b=\frac1{\cos\theta_2}.$$

The two path lengths are $ax$ and $bx$.

## From energy loss to depth

On the way in, $dE/dz=-aS(E)$. Let $E_c$ be the energy just before the collision. To first order in depth the stopping power may be evaluated at the entrance energy:

$$E_c=E_0-aS(E_0)x+O(x^2).$$

The collision multiplies the whole remaining energy by $K$:

$$KE_c=KE_0-KaS(E_0)x+O(x^2).$$

This is the origin of the unequal weights. An ion that arrives with 1 keV less leaves the collision with only $K$ keV less.

On the way out the ion loses $bxS(KE_c)$ to first order. Since $KE_c$ differs from $KE_0$ by a term proportional to $x$, and the loss already carries a factor $x$, replacing $S(KE_c)$ by $S(KE_0)$ changes the result only at order $x^2$. Therefore

$$E_1=KE_0-KaS(E_0)x-bS(KE_0)x+O(x^2).$$

Subtracting from $KE_0$ gives the surface conversion:

$$\boxed{\Delta E=[S]x+O(x^2),\qquad
[S]=\frac{K\,S(E_0)}{\cos\theta_1}+\frac{S(KE_0)}{\cos\theta_2}}$$

The linear depth estimate is $x_1=\Delta E/[S]$. Both $K$ and the second stopping energy depend on the struck atom, so each element in a spectrum has its own surface energy and its own depth scale.

When $K\to1$, $[S]\to(a+b)S(E_0)$, the stopping power times the total path per unit depth. If either path approaches the surface plane, $a$ or $b$ diverges. The expansion then holds only over a shrinking range of depth, because the energy loss along the path must remain small.

## A bound computed from the measured energy

Let $\bar S_{\rm in}$ and $\bar S_{\rm out}$ be the stopping powers averaged along the actual paths. By the definition of these averages, $E_0-E_c=ax\bar S_{\rm in}$ and $KE_c-E_1=bx\bar S_{\rm out}$. Multiplying the first relation by $K$ and adding the second eliminates $E_c$:

$$\Delta E=x\left(Ka\bar S_{\rm in}+b\bar S_{\rm out}\right).$$

This holds at any depth within the model. Dividing by $[S]x$ shows that $x_1/x$ is a weighted mean of $\bar S_{\rm in}/S(E_0)$ and $\bar S_{\rm out}/S(KE_0)$, with positive weights that add to one. If $S$ departs from $S(E_0)$ on the inward path, and from $S(KE_0)$ on the outward path, by at most a fraction $\eta$ of those values, then

$$\left|\frac{x_1}{x}-1\right|\le\eta.$$

A constant stopping power gives $\eta=0$, and the linear conversion is then exact within the model.

The collision energy $E_c$ is not measured, but $E_1\le KE_c$ implies $E_c\ge E_1/K$. It is therefore sufficient to examine $S$ on the intervals $[E_1/K,E_0]$ and $[E_1,KE_0]$. Both can be formed from the measured energy.

## The next order

Write $S_0=S(E_0)$, $S_1=S(KE_0)$, and let primes denote derivatives with respect to energy. Differentiating $dE/dz=-aS$ once more gives

$$\frac{d^2E}{dz^2}=-aS'\frac{dE}{dz}=a^2SS'.$$

The Taylor expansion of the inward energy, multiplied by $K$, is

$$KE_c=KE_0-KaS_0x+\tfrac12Ka^2S_0S_0'x^2+O(x^3).$$

The same expansion along the outward path starts from $KE_c$:

$$E_1=KE_c-bxS(KE_c)+\tfrac12b^2x^2S(KE_c)S'(KE_c)+O(x^3).$$

In the middle term the shift of the starting energy now matters:

$$S(KE_c)=S_1-KaS_0S_1'x+O(x^2).$$

Its product with $-bx$ contributes $+KabS_0S_1'x^2$ to $E_1$. In the last term, $S_1S_1'$ is sufficient. Collecting terms and subtracting from $KE_0$ reverses every sign:

$$\Delta E=[S]x-Cx^2+O(x^3),$$

$$C=\tfrac12Ka^2S_0S_0'+KabS_0S_1'+\tfrac12b^2S_1S_1'.$$

The three parts describe the change of stopping power during the inward path, the effect of the inward loss on the outward starting energy, and the change during the outward path.

Dividing by $[S]$ gives $x_1=x-Cx^2/[S]+O(x^3)$. Since $x$ and $x_1$ differ only at second order, $x^2$ may be replaced by $x_1^2$ in the correction:

$$x=x_1+\frac{C}{[S]}x_1^2+O(x_1^3).$$

Sufficiently near the surface, a nonzero $C$ fixes the sign of the error. If $S'$ is negative at both energies, $C<0$ and the linear depth is too large: the ion loses energy faster as it slows down. If $S'$ is positive at both, the linear depth is too small. With opposite signs, the sum in $C$ decides. At greater depths the ion may slow past a maximum of $S$, and the error can then change sign.

## Worked example

The probe has mass 4 u and energy 2000 keV, the impurity 75 u, the host atoms 28 u, and $\theta=170^\circ$. These are round model parameters. The stopping power is

$$S(E)=2S_m\frac{\sqrt{E/E_m}}{1+E/E_m},\qquad
S_m=0.3\ \text{keV/nm},\quad E_m=500\ \text{keV}.$$

It has its maximum $S_m$ at $E_m$. The kinematic factor is $K=0.80903$, so the impurity's surface energy is 1618.07 keV. The two stopping powers are $S_0=0.24000$ and $S_1=0.25480$ keV/nm.

At normal incidence with a $10^\circ$ exit, $a=1$ and $b=1.01543$. Then

$$[S]=0.80903(0.24000)+1.01543(0.25480)=0.4529\ \text{keV/nm}.$$

For an impurity at 100 nm, numerical integration of the energy loss gives 1975.957 keV before the collision, 1598.614 keV after it and 1572.604 keV at the detector. The inward loss is 24.043 keV, of which $0.80903\times24.043=19.45$ keV survives in the shift. The outward loss is 26.01 keV. Their sum is $\Delta E=45.46$ keV, and

$$x_1=\frac{45.462}{0.45290}=100.38\ \text{nm}.$$

Omitting $K$ from the inward term would make the denominator $0.24000+0.25873=0.49873$ keV/nm and the depth 91.16 nm.

For the correction, $S_0'=-3.600\times10^{-5}$ and $S_1'=-4.156\times10^{-5}$ nm$^{-1}$. The three parts of $C$, in the order above, are $-3.50$, $-8.19$ and $-5.46$, in units of $10^{-6}$ keV/nm². Their sum is $C=-1.715\times10^{-5}$ keV/nm². The corrected depth is

$$100.38-\frac{1.715\times10^{-5}}{0.4529}(100.38)^2=100.00\ \text{nm}.$$

The bound $\eta$ is 0.75% on the actual paths and 0.85% on the two measurable intervals, while the linear depth is 0.38% too large relative to the true depth. At 400 nm the linear result is 406.3 nm and the corrected one 400.0 nm. This agreement measures the expansion against the same stopping model. It says nothing about the accuracy of stopping data for a real target.

At a beam energy of 300 keV, both stopping energies lie below $E_m$, where $S'>0$. The linear conversion then returns 49.53 nm for a true depth of 50 nm, an error of the opposite sign.

The host atoms have $K=0.56495$, a surface energy of 1129.89 keV and $[S]=0.41655$ keV/nm. Applying the impurity's $[S]$ to the host signal would make host depths about 8% too small at leading order.

## Tilted paths and resolution

Near the surface, two depths separated by $\delta x$ differ in detected energy by $[S]\delta x$. A detector resolution $\delta E$ therefore corresponds to

$$\delta x\simeq\frac{\delta E}{[S]}.$$

For $\delta E=15$ keV this is 33.1 nm in the normal geometry. With $\theta_1=60^\circ$, $\theta_2=70^\circ$ and $\varphi=180^\circ$, the scattering angle and $K$ are unchanged, but $a=2.0000$ and $b=2.9238$. The conversion factor becomes

$$[S]=0.38834+0.74498=1.1333\ \text{keV/nm},$$

and the resolution improves to 13.2 nm. This is the detector's contribution alone. Straggling and angular spread must be added before the figure describes a measurement.

The longer paths also shorten the range of the linear formula. Its leading relative error is $|C|x/[S]$, so an error of 1% is reached near

$$x_{1\%}\simeq0.01\frac{[S]}{|C|}.$$

This gives about 264 nm for the normal geometry and 106 nm for the tilted one, where $C=-1.064\times10^{-4}$ keV/nm². At a true depth of 400 nm the tilted linear result is 416.3 nm. The estimates are leading-order values; in the model the error reaches 1% at 259 and 104 nm. All these depths depend on $S'$ and belong to the model stopping law, which falls only as $E^{-1/2}$ at high energy. Fits to the stopping of helium in silicon fall more steeply near 2 MeV and give a 1% range only about half to two thirds as large, so $C$ must be evaluated from the stopping data of the actual target.

Tilt also increases sensitivity to angle errors. Since $da/d\theta_1=a\tan\theta_1$ and $db/d\theta_2=b\tan\theta_2$, a sample rotation $\delta$ that increases both angles changes the factor by

$$\frac{\delta[S]}{[S]}\simeq
\frac{KaS_0\tan\theta_1+bS_1\tan\theta_2}{[S]}\,\delta,$$

with $\delta$ in radians. Beam and detector stay fixed, so $K$ does not change. For one degree this first-order result is 4.2% in the tilted geometry and 0.18% in the normal one; the full changes of $[S]$ are 4.4% and 0.19%. An unnoticed rotation in this direction makes the inferred depth too large by about the same fraction. In the tilted case this exceeds the linearization error at 100 nm.

## Depth or areal density

Write $S=N\varepsilon(E)$, with atomic density $N(z)$ and stopping cross section $\varepsilon$. Suppose the density varies with depth but the composition, and hence $\varepsilon(E)$, does not. In terms of the areal density $\xi=\int_0^xN\,dz$, the inward equation becomes

$$\frac{dE}{d\xi}=-a\,\varepsilon(E).$$

The outward path crosses the same layers in reverse order, with loss $b\varepsilon$ per unit areal density. Neither equation contains $N$ separately. The energy shift therefore determines $\xi$, and a geometric depth requires the density as additional information.

Let the nominal density be 50 atoms/nm³, and let the actual density rise smoothly from 0.90 of this value at the surface. In the computed layer, an impurity at 100 nm lies beneath $4.673\times10^{17}$ atoms/cm², equivalent to 93.46 nm at nominal density. The linear conversion returns 93.79 nm. The reduced density lowers the result by 6.54 nm from the true 100 nm, and the linearization error, taken relative to the equivalent depth, raises it by 0.33 nm.

## Implementation

1. Calculate $K$ for the struck element and the actual scattering angle. Check that the three angles satisfy the geometric relation.
2. Form $\Delta E=KE_0-E_1$ on a calibrated energy axis. An offset of 1 keV in this difference shifts the depth by $1/0.4529=2.2$ nm in the normal example.
3. Evaluate $S$ at $E_0$ and $KE_0$, form $[S]$, and obtain $x_1$. If both stopping powers are too large by the same small fraction, the depth is too small by that fraction to first order.
4. Evaluate $\eta$ on the two measurable intervals. If it exceeds the accepted error, the linear result is not assured to that accuracy. The correction with $C$ then helps near the surface, but at greater depths it can make the result worse, for example when the ion slows past the stopping maximum.

At greater depths, the expansion can be replaced by the energy-loss equations themselves:

$$ax=\int_{E_c}^{E_0}\frac{dE}{S(E)},\qquad
bx=\int_{E_1}^{KE_c}\frac{dE}{S(E)}.$$

Eliminating $x$ leaves one equation for $E_c$:

$$g(E_c)=b\int_{E_c}^{E_0}\frac{dE}{S(E)}-a\int_{E_1}^{KE_c}\frac{dE}{S(E)}=0.$$

Its derivative, $-b/S(E_c)-aK/S(KE_c)$, is negative. At $E_c=E_1/K$ the second integral vanishes and $g\ge0$; at $E_c=E_0$ the first vanishes and $g\le0$. The interval $[E_1/K,E_0]$ therefore contains a single root, which bisection will find. Either integral then gives $x$. This removes the near-surface expansion but retains the assumptions of straight paths, one large-angle collision and mean energy loss. The program does not carry out this inversion; its output lists the linear and corrected depths for both geometries.

## Table of computed values

```
Masses probe, impurity, host: 4, 75, 28 u
Beam energy: 2000 keV; scattering angle: 170 deg
Stopping maximum: 0.300 keV/nm at 500 keV
Kinematic factor, impurity: 0.80903
Kinematic factor, host: 0.56495
Surface energy, impurity: 1618.07 keV
Surface energy, host edge: 1129.89 keV
S at beam energy: 0.24000 keV/nm
S at impurity surface energy: 0.25480 keV/nm
S at host surface energy: 0.27669 keV/nm
dS/dE at beam energy: -3.6000e-05 1/nm
dS/dE at impurity surface energy: -4.1562e-05 1/nm
normal: angles in, out: 0, 10 deg
normal: path factors in, out: 1.00000, 1.01543
normal: inward term of [S]: 0.19417 keV/nm
normal: outward term of [S]: 0.25873 keV/nm
normal: [S] impurity: 0.45290 keV/nm
normal: [S] host: 0.41655 keV/nm
normal: C impurity: -1.7149e-05 keV/nm^2
normal: depth resolution for 15 keV: 33.12 nm
normal: true 50, linear 50.095, corrected 50.000 nm; bound 0.37 %
normal: true 100, linear 100.382, corrected 100.000 nm; bound 0.75 %
normal: true 200, linear 201.539, corrected 200.001 nm; bound 1.51 %
normal: true 400, linear 406.257, corrected 400.008 nm; bound 3.10 %
tilted: angles in, out: 60, 70 deg
tilted: path factors in, out: 2.00000, 2.92380
tilted: inward term of [S]: 0.38834 keV/nm
tilted: outward term of [S]: 0.74498 keV/nm
tilted: [S] impurity: 1.13331 keV/nm
tilted: [S] host: 1.08017 keV/nm
tilted: C impurity: -1.0643e-04 keV/nm^2
tilted: depth resolution for 15 keV: 13.24 nm
tilted: true 50, linear 50.237, corrected 50.000 nm; bound 0.94 %
tilted: true 100, linear 100.958, corrected 100.001 nm; bound 1.90 %
tilted: true 200, linear 203.910, corrected 200.005 nm; bound 3.92 %
tilted: true 400, linear 416.255, corrected 399.983 nm; bound 8.29 %
100 nm normal: energy before collision: 1975.957 keV
100 nm normal: energy after collision: 1598.614 keV
100 nm normal: detected energy: 1572.604 keV
100 nm normal: energy shift: 45.462 keV
100 nm normal: depth if K omitted inward: 91.16 nm
Beam 300 keV, true 50 nm: linear 49.528 nm
Nominal atomic density: 50 atoms/nm^3
Layer density at surface, relative: 0.90
Layer, true 100 nm: nominal-density depth 93.457 nm
Layer, true 100 nm: linear depth 93.790 nm
Layer, areal density above impurity: 4.6728e+17 atoms/cm^2
```
